# Optimal leg resistance of a thermoelectric generator with fixed external thermal resistance: a numerical check

```python
"""
Result under test: a thermoelectric generator between two reservoirs, in
series with a fixed external thermal resistance Theta, gives most power at
small temperature difference when its open-circuit thermal resistance is
    theta = Theta*sqrt(1 + Z*T)   and   R_load/R_module = sqrt(1 + Z*T).
Z = s^2/(k*rho): s Seebeck coefficient, k thermal conductivity, rho electrical
resistivity of the legs; T mean reservoir temperature.
x = theta/Theta, m = R_load/R_module. All quantities are SI inside the program.
The numerical side keeps Joule heat and the separate junction temperatures.
"""
import numpy as np
from scipy.constants import Stefan_Boltzmann
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize, minimize_scalar

# Chosen inputs, rough typical values for bismuth telluride modules
SEEBECK = 200e-6
RESISTIVITY = 1.0e-5
CONDUCTIVITY = 1.5
LEGS = 64
AREA = (0.5e-3)**2
MODULE_AREA = 1.0e-4
T_HOT, T_COLD = 335.0, 315.0
THETA_HOT, THETA_COLD = 2.0, 8.0
CONTACT = 1.0e-10          # ohm m^2, each end of each leg
AIR_CONDUCTIVITY = 0.028
SEEBECK_SLOPE = 0.2e-6     # V/K^2

T_MEAN = (T_HOT + T_COLD)/2
DROP = T_HOT - T_COLD
THETA = THETA_HOT + THETA_COLD
SPLIT = THETA_HOT/THETA
Z = SEEBECK**2/(CONDUCTIVITY*RESISTIVITY)
ZT = Z*T_MEAN
ROOT = np.sqrt(1 + ZT)


def operate(length, m, hot, cold, r_hot, r_cold, s=SEEBECK, area=AREA,
            legs=LEGS, contact=0.0, air=0.0, radiation=0.0):
    """Steady state; hot, cold are reservoir offsets from T_MEAN.
    Returns power, junction temperature difference, heat input, current."""
    gap_area = MODULE_AREA - legs*area
    K = legs*CONDUCTIVITY*area/length
    if air or radiation:
        K += (air/length + radiation)*gap_area
    R = legs*(RESISTIVITY*length + 2*contact)/area
    S = legs*s

    def junctions(current):
        joule = current**2*R/2
        peltier = S*T_MEAN*current
        a11 = 1/r_hot + K + S*current
        a22 = 1/r_cold + K - S*current
        b1 = hot/r_hot - peltier + joule
        b2 = cold/r_cold + peltier + joule
        det = a11*a22 - K*K
        return (b1*a22 + K*b2)/det, (a11*b2 + K*b1)/det

    def voltage_error(current):
        h, c = junctions(current)
        return S*(h - c) - current*R*(1 + m)

    upper = voltage_error(0.0)/R
    current = brentq(voltage_error, 0.0, upper, xtol=1e-18, rtol=1e-14)
    h, c = junctions(current)
    heat = K*(h - c) + S*(T_MEAN + h)*current - current**2*R/2
    return current**2*R*m, h - c, heat, current


def state(x, m, drop=DROP, split=SPLIT, vary="length", **options):
    """Operating state for leg resistance x*THETA, reached by one dimension."""
    length, area, legs = 0.3e-3, AREA, LEGS
    if vary == "length":
        length = x*THETA*CONDUCTIVITY*legs*area
    elif vary == "area":
        area = length/(x*THETA*CONDUCTIVITY*legs)
    else:
        legs = length/(x*THETA*CONDUCTIVITY*area)
    return operate(length, m, drop/2, -drop/2, split*THETA,
                   (1 - split)*THETA, area=area, legs=legs, **options)


def optimum(drop=DROP, **options):
    scale = drop**2/(4*THETA*T_MEAN)

    def loss(logs):
        x, m = np.exp(logs)
        return -state(x, m, drop, **options)[0]/scale

    found = minimize(loss, [0.2, 0.2], method="Nelder-Mead",
                     options=dict(xatol=1e-7, fatol=1e-13, maxiter=600))
    x, m = np.exp(found.x)
    return x, m, -found.fun*scale


def best(function, low=0.1, high=10.0):
    found = minimize_scalar(lambda q: -function(np.exp(q)), method="bounded",
                            bounds=(np.log(low), np.log(high)),
                            options=dict(xatol=1e-9))
    return np.exp(found.x), -found.fun


def power_formula(x, m, zt, drop):
    return zt*drop**2/(T_MEAN*THETA)*x*m/(x*m + x + m + 1 + zt)**2


def peak_formula(zt, drop):
    root = np.sqrt(1 + zt)
    return drop**2/(4*THETA*T_MEAN)*(root - 1)/(root + 1)


# Face heats of one leg from a finite-difference solution of the heat equation
n, length, current, t_h, t_c = 400, 0.3e-3, 1.0, 330.0, 320.0
h = length/n
bands = np.ones((3, n - 1))
bands[1] = -2.0
source = -RESISTIVITY*(current/AREA)**2*h*h/CONDUCTIVITY*np.ones(n - 1)
source[0] -= t_h
source[-1] -= t_c
temp = np.r_[t_h, solve_banded((1, 1), bands, source), t_c]
slope_h = (-3*temp[0] + 4*temp[1] - temp[2])/(2*h)
slope_c = (3*temp[-1] - 4*temp[-2] + temp[-3])/(2*h)
heat_h = SEEBECK*t_h*current - CONDUCTIVITY*AREA*slope_h
heat_c = SEEBECK*t_c*current - CONDUCTIVITY*AREA*slope_c
k_leg = CONDUCTIVITY*AREA/length
r_leg = RESISTIVITY*length/AREA
half_joule = current**2*r_leg/2
conduction = k_leg*(t_h - t_c)
assert np.isclose(heat_h, conduction + SEEBECK*t_h*current - half_joule,
                  rtol=1e-6)
assert np.isclose(heat_c, conduction + SEEBECK*t_c*current + half_joule,
                  rtol=1e-6)
output = current*(SEEBECK*(t_h - t_c) - current*r_leg)
assert np.isclose(heat_h - heat_c, output, rtol=1e-5)

# Joint optimum at small difference; remaining terms are of order SMALL/T_MEAN
SMALL = 0.01
worst = 0.0
for zt in (0.2, ZT, 3.0):
    s = np.sqrt(zt*CONDUCTIVITY*RESISTIVITY/T_MEAN)
    root = np.sqrt(1 + zt)
    for split in (0.2, 0.5, 0.9):
        x, m, p = optimum(SMALL, split=split, s=s)
        junction = state(x, m, SMALL, split, s=s)[1]
        errors = [x/root - 1, m/root - 1, p/peak_formula(zt, SMALL) - 1,
                  2*junction/SMALL - 1]
        worst = max(worst, np.max(np.abs(errors)))
assert worst < 3e-4
for vary in ("area", "legs"):
    x, m, p = optimum(SMALL, vary=vary)
    assert abs(x/ROOT - 1) < 3e-4 and abs(m/ROOT - 1) < 3e-4

# Power surface and global bound over a wide range
for x in np.geomspace(0.03, 30, 13):
    for m in np.geomspace(0.03, 30, 13):
        p = state(x, m, SMALL)[0]
        assert np.isclose(p, power_formula(x, m, ZT, SMALL), rtol=1e-3)
        assert p <= peak_formula(ZT, SMALL)*(1 + 3e-4)

# Restricted optima
x_equal_load, _ = best(lambda q: state(q, 1.0, SMALL)[0])
m_equal_heat, _ = best(lambda q: state(1.0, q, SMALL)[0])
assert abs(x_equal_load/(1 + ZT/2) - 1) < 3e-4
assert abs(m_equal_heat/(1 + ZT/2) - 1) < 3e-4

# Best efficiency at given junction temperatures


def leg_efficiency(m):
    p, _, heat, _ = operate(0.3e-3, m, SMALL/2, -SMALL/2, 1e-6, 1e-6)
    return p/heat*T_MEAN/SMALL


m_efficiency, eff_fraction = best(leg_efficiency)
assert abs(m_efficiency/ROOT - 1) < 3e-4
assert abs(eff_fraction/((ROOT - 1)/(ROOT + 1)) - 1) < 3e-4

# Fixed heat flow: a huge source resistance makes a heat-current source
Q_FIXED, HUGE = 1e-3, 1e7
for x in (0.5, 1.0, 2.0, 4.0):
    length = x*THETA*CONDUCTIVITY*LEGS*AREA
    p = operate(length, ROOT, Q_FIXED*HUGE, 0.0, HUGE, THETA_COLD)[0]
    expected = Z*Q_FIXED**2*x*THETA*ROOT/(1 + ROOT + ZT)**2
    assert np.isclose(p, expected, rtol=1e-3)

# Worked design from the small-difference result
theta_leg = ROOT*THETA
leg_length = theta_leg*CONDUCTIVITY*LEGS*AREA
resistance = LEGS*RESISTIVITY*leg_length/AREA
p_ideal = peak_formula(ZT, DROP)
i_ideal = LEGS*SEEBECK*DROP/2/(resistance*(1 + ROOT))
q_ideal = DROP/(2*THETA)
theta_loaded = theta_leg/(1 + ZT/(1 + ROOT))
assert np.isclose(i_ideal**2*ROOT*resistance, p_ideal, rtol=1e-10)
full_p, full_drop, full_q, full_i = state(ROOT, ROOT)
assert abs(full_p/p_ideal - 1) < DROP/T_MEAN
assert abs(full_q/q_ideal - 1) < DROP/T_MEAN
assert abs(full_i/i_ideal - 1) < DROP/T_MEAN

print(f"Seebeck coefficient per leg: {SEEBECK*1e6:.0f} uV/K")
print(f"Electrical resistivity: {RESISTIVITY*1e5:.2f} mohm cm")
print(f"Thermal conductivity: {CONDUCTIVITY:.2f} W/(m K)")
print(f"Legs: {LEGS}; area of each: {AREA*1e6:.2f} mm2")
print(f"Module area: {MODULE_AREA*1e4:.2f} cm2")
print(f"Reservoirs: {T_HOT:.0f} K and {T_COLD:.0f} K")
print(f"Mean temperature: {T_MEAN:.0f} K; difference: {DROP:.0f} K")
print(f"External resistance, hot side: {THETA_HOT:.1f} K/W")
print(f"External resistance, cold side: {THETA_COLD:.1f} K/W")
print(f"External resistance, total: {THETA:.1f} K/W")
print(f"Z: {Z*1e3:.4f} 1e-3/K; ZT: {ZT:.4f}")
print(f"sqrt(1+ZT): {ROOT:.4f}")
print(f"Optimal open-circuit leg resistance: {theta_leg:.3f} K/W")
print(f"Leg resistance under load: {theta_loaded:.3f} K/W")
print(f"Optimal leg length: {leg_length*1e6:.1f} um")
print(f"Module Seebeck coefficient: {LEGS*SEEBECK*1e3:.2f} mV/K")
print(f"Module electrical resistance: {resistance:.4f} ohm")
print(f"Optimal load resistance: {ROOT*resistance:.4f} ohm")
print(f"Junction temperature difference: {DROP/2:.1f} K")
print(f"Current: {i_ideal*1e3:.2f} mA")
print(f"Current density: {i_ideal/AREA*1e-4:.2f} A/cm2")
print(f"Heat drawn: {q_ideal:.3f} W")
print(f"Maximum power, small-difference formula: {p_ideal*1e3:.3f} mW")
print(f"Power over heat drawn: {100*p_ideal/q_ideal:.3f} %")
p_plain = state(1.0, 1.0, SMALL)[0]/peak_formula(ZT, SMALL)
p_half = state(1.0, m_equal_heat, SMALL)[0]/peak_formula(ZT, SMALL)
print(f"Best x when m=1: {x_equal_load:.4f}")
print(f"Relative power at x=1, m=1: {p_plain:.4f}")
print(f"Relative power at x=1, best m: {p_half:.4f}")
print(f"Largest relative test error at {SMALL} K: {worst:.1e}")

# Sizes of neglected effects
for drop in (DROP, 3*DROP):
    x, m, p = optimum(drop)
    assert abs(x/ROOT - 1) < drop/T_MEAN
    print(f"Finite difference {drop:.0f} K: x {x:.4f}, m {m:.4f}, "
          f"power/formula {p/peak_formula(ZT, drop):.4f}")
radiation = 4*Stefan_Boltzmann*T_MEAN**3
gap_area = MODULE_AREA - LEGS*AREA
air_ratio = AIR_CONDUCTIVITY*gap_area/(CONDUCTIVITY*LEGS*AREA)
rad_ratio = radiation*gap_area*theta_leg
contact_ratio = 2*CONTACT/(RESISTIVITY*leg_length)
thomson_ratio = SEEBECK_SLOPE*DROP/2/SEEBECK
print(f"Contact resistivity: {CONTACT*1e10:.1f} 1e-6 ohm cm2")
print(f"Contact/leg electrical resistance: {100*contact_ratio:.2f} %")
print(f"Air conductivity: {AIR_CONDUCTIVITY:.3f} W/(m K)")
print(f"Air/leg heat conductance: {100*air_ratio:.2f} %")
print(f"Radiation/leg conductance, black: {100*rad_ratio:.2f} %")
print(f"Seebeck slope: {SEEBECK_SLOPE*1e6:.1f} uV/K2")
print(f"Thomson/Peltier heat: {100*thomson_ratio:.2f} %")
cases = {
    "contacts": dict(contact=CONTACT),
    "gap leakage": dict(air=AIR_CONDUCTIVITY, radiation=radiation),
    "contacts and leakage": dict(contact=CONTACT, air=AIR_CONDUCTIVITY,
                                 radiation=radiation)}
for name, options in cases.items():
    x, m, p = optimum(**options)
    new_length = x*THETA*CONDUCTIVITY*LEGS*AREA
    print(f"With {name}, {DROP:.0f} K: length {new_length*1e6:.1f} um, "
          f"x {x:.4f}, power {p*1e3:.3f} mW")
_, p_old = best(lambda q: state(ROOT, q, **cases["contacts and leakage"])[0])
assert p_old <= p*(1 + 1e-9)
print(f"Both effects, original length: {p_old*1e3:.3f} mW")
print(f"Power lost by not re-optimizing: {100*(1 - p_old/p):.3f} %")
print("success")
```

Printed output:

```
Seebeck coefficient per leg: 200 uV/K
Electrical resistivity: 1.00 mohm cm
Thermal conductivity: 1.50 W/(m K)
Legs: 64; area of each: 0.25 mm2
Module area: 1.00 cm2
Reservoirs: 335 K and 315 K
Mean temperature: 325 K; difference: 20 K
External resistance, hot side: 2.0 K/W
External resistance, cold side: 8.0 K/W
External resistance, total: 10.0 K/W
Z: 2.6667 1e-3/K; ZT: 0.8667
sqrt(1+ZT): 1.3663
Optimal open-circuit leg resistance: 13.663 K/W
Leg resistance under load: 10.000 K/W
Optimal leg length: 327.9 um
Module Seebeck coefficient: 12.80 mV/K
Module electrical resistance: 0.8394 ohm
Optimal load resistance: 1.1469 ohm
Junction temperature difference: 10.0 K
Current: 64.44 mA
Current density: 25.78 A/cm2
Heat drawn: 1.000 W
Maximum power, small-difference formula: 4.763 mW
Power over heat drawn: 0.476 %
Best x when m=1: 1.4333
Relative power at x=1, m=1: 0.9456
Relative power at x=1, best m: 0.9766
Largest relative test error at 0.01 K: 5.4e-06
Finite difference 20 K: x 1.3726, m 1.3692, power/formula 0.9990
Finite difference 60 K: x 1.3851, m 1.3749, power/formula 0.9970
Contact resistivity: 1.0 1e-6 ohm cm2
Contact/leg electrical resistance: 6.10 %
Air conductivity: 0.028 W/(m K)
Air/leg heat conductance: 9.80 %
Radiation/leg conductance, black: 0.89 %
Seebeck slope: 0.2 uV/K2
Thomson/Peltier heat: 1.00 %
With contacts, 20 K: length 353.0 um, x 1.4710, power 4.561 mW
With gap leakage, 20 K: length 351.7 um, x 1.4656, power 4.411 mW
With contacts and leakage, 20 K: length 376.1 um, x 1.5672, power 4.236 mW
Both effects, original length: 4.216 mW
Power lost by not re-optimizing: 0.487 %
success
```
